# Interaction energy of a periodic point dipole in a cubic cell: a numerical check

```python
"""
Result under test: one rigid point dipole p per cubic cell of volume V,
with zero cell-averaged field (tin-foil), has the energy per cell
    U = -2 pi p^2 / (3 V)          (Gaussian units)
relative to the isolated dipole.
Symbols: L cell edge, w(r) potential of a periodic unit charge (zero mean,
neutralizing background) minus 1/r, q and d charge and length of a finite
dipole, sigma Gaussian width, alpha polarizability, eps host constant.
Lengths are in angstrom and charges in e; COULOMB converts e^2/angstrom to eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10


def integer_grid(n):
    k = np.arange(-n, n + 1)
    return np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1).T


GRID = integer_grid(6)
NONZERO = GRID[np.any(GRID != 0, axis=1)]


def image_potential(r, cell, split=2.0):
    """Ewald sum for w(r); rows of cell are the lattice vectors."""
    r = np.asarray(r, float)
    volume = abs(np.linalg.det(cell))
    eta = split / volume ** (1 / 3)
    dist = np.linalg.norm(r - NONZERO @ cell, axis=1)
    real = np.sum(erfc(eta * dist) / dist)
    G = NONZERO @ (2 * np.pi * np.linalg.inv(cell).T)
    G2 = np.sum(G**2, axis=1)
    recip = 4 * np.pi / volume * np.sum(
        np.exp(-G2 / (4 * eta**2)) / G2 * np.cos(G @ r))
    s = np.linalg.norm(r)
    own = 2 * eta / np.sqrt(np.pi) if s == 0 else erf(eta * s) / s
    return real + recip - own - np.pi / (volume * eta**2)


def hessian(cell, h=1e-3):
    """Second derivatives of w at the origin by finite differences."""
    H = np.zeros((3, 3))
    e = np.eye(3) * h
    w0 = image_potential(np.zeros(3), cell)
    for i in range(3):
        H[i, i] = (image_potential(e[i], cell) - 2 * w0
                   + image_potential(-e[i], cell)) / h**2
        for j in range(i):
            H[i, j] = H[j, i] = (
                image_potential(e[i] + e[j], cell)
                - image_potential(e[i] - e[j], cell)
                - image_potential(e[j] - e[i], cell)
                + image_potential(-e[i] - e[j], cell)) / (4 * h**2)
    return H


# Model parameters
L, q, d = 10.0, 0.5, 2.0
p, V = q * d, L**3
sigma, alpha, eps = 1.0, 5.0, 10.0
U_point = -2 * np.pi * p**2 / (3 * V) * COULOMB
field = 4 * np.pi * p / (3 * V) * COULOMB
print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.6f} eV angstrom")
print(f"Cell edge L: {L:.1f} angstrom; volume V: {V:.1f} angstrom^3")
print(f"Charge q: {q:.2f} e; separation d: {d:.2f} angstrom")
print(f"Dipole p: {p:.3f} e angstrom")
print(f"Point-dipole energy U: {U_point:.6f} eV = {1000*U_point:.3f} meV")
print(f"Local field from images: {field:.6f} V/angstrom")

# The same energy evaluated in SI units
p_si = p * const.e * 1e-10
U_si = -p_si**2 / (6 * const.epsilon_0 * V * 1e-30) / const.e
assert abs(U_si / U_point - 1) < 1e-10

# Curvature of w for cubic lattices and a non-cubic counterexample
sc = np.eye(3)
bcc = 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
fcc = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
w_zero = image_potential(np.zeros(3), sc)
assert abs(w_zero - image_potential(np.zeros(3), sc, 2.6)) < 1e-10
print(f"Image potential w(0) times L, simple cubic: {w_zero:.6f} (no unit)")
for name, cell in (("sc", sc), ("bcc", bcc), ("fcc", fcc)):
    vol = abs(np.linalg.det(cell))
    scaled = hessian(cell) * vol
    assert np.allclose(scaled, 4 * np.pi / 3 * np.eye(3), atol=5e-4)
    print(f"V d2w/dz2 at origin, {name}: {scaled[2, 2]:.5f} (no unit)")
print(f"Expected 4 pi/3: {4*np.pi/3:.5f} (no unit)")
tetra = np.diag([1.0, 1.0, 1.5])
T = hessian(tetra) * 1.5
assert abs(np.trace(T) - 4 * np.pi) < 1e-3
assert abs(T[2, 2] - T[0, 0]) > 0.5
print(f"Tetragonal c/a: {tetra[2, 2]:.1f} (no unit)")
print(f"Tetragonal V d2w/dx2: {T[0, 0]:.4f} (no unit)")
print(f"Tetragonal V d2w/dz2: {T[2, 2]:.4f} (no unit)")


# Direct sums of dipole fields in finite blocks, dipoles along z
def block_field(n, m):
    """Field at the central site in units p/V, half-counts n, n, m."""
    x = np.arange(-n, n + 1, dtype=float)
    x2 = x[:, None]**2 + x[None, :]**2
    total = 0.0
    for z in range(-m, m + 1):
        r2 = x2 + z * z
        if z == 0:
            r2[n, n] = np.inf
            total += np.sum(-r2**-1.5)
        else:
            total += np.sum((2 * z * z - x2) / r2**2.5)
    return total


for name, n, m in (("needle", 10, 1000), ("cube", 20, 20),
                   ("slab", 150, 10)):
    a, c = n + 0.5, m + 0.5
    surface = -8 * np.arctan(a * a / (c * np.sqrt(2 * a * a + c * c)))
    direct = block_field(n, m)
    assert abs(direct - surface - 4 * np.pi / 3) < 2e-3
    energy = -0.5 * direct * p**2 / V * COULOMB
    print(f"{name}: {2*n+1} x {2*n+1} x {2*m+1} cells")
    print(f"  direct field: {direct:.5f} p/V; surface part: {surface:.5f} p/V")
    print(f"  energy of central dipole: {energy:.6f} eV")

# Smeared dipole: reciprocal periodic sum and real-space isolated energy
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
wave = integer_grid(12)
wave = wave[np.any(wave != 0, axis=1)] * 2 * np.pi / L
wave2 = np.sum(wave**2, axis=1)
U_periodic = 2 * np.pi / V * COULOMB * np.sum(
    (p * wave @ direction)**2 / wave2 * np.exp(-wave2 * sigma**2))


def isolated_integrand(r):
    gauss = np.exp(-r * r / (2 * sigma**2)) / (2 * np.pi * sigma**2)**1.5
    enclosed = erf(r / (np.sqrt(2) * sigma)) - np.sqrt(2 / np.pi) \
        * r / sigma * np.exp(-r * r / (2 * sigma**2))
    return 2 * np.pi / 3 * p**2 * r * gauss * enclosed / sigma**2


U_isolated = COULOMB * quad(isolated_integrand, 0, 12 * sigma,
                            epsabs=1e-13, epsrel=1e-12)[0]
assert abs(U_periodic - U_isolated - U_point) < 1e-8
print(f"Gaussian width sigma: {sigma:.1f} angstrom")
print(f"Smeared dipole, periodic energy: {U_periodic:.6f} eV")
print(f"Smeared dipole, isolated energy: {U_isolated:.6f} eV")
print(f"Difference: {U_periodic-U_isolated:.6f} eV")

# Finite dipoles and the first correction to the point limit
sites = integer_grid(30).astype(float)
R2 = np.sum(sites**2, axis=1)
keep = (R2 > 0) & (R2 <= 900)
sites, R2 = sites[keep], R2[keep]
C = 175 / 48 * np.sum((np.sum(sites**4, axis=1) / R2**2 - 0.6) / R2**2.5)
print(f"Quartic lattice coefficient C: {C:.4f} (no unit)")


def pair_energy(edge, length, n):
    shift = image_potential(length / edge * n, sc)
    return q**2 * (w_zero - shift) / edge * COULOMB


def quartic_energy(edge, length, n):
    K = np.sum(n**4) - 0.6
    return -q**2 * C * length**4 * K / edge**5 * COULOMB


for name, n in (("[100]", np.array([1.0, 0, 0])),
                ("[111]", np.ones(3) / np.sqrt(3))):
    short = 0.5
    excess = pair_energy(L, short, n) \
        + 2 * np.pi * (q * short)**2 / (3 * V) * COULOMB
    assert abs(excess / quartic_energy(L, short, n) - 1) < 0.03
    for edge in (10.0, 15.0, 20.0):
        pair = pair_energy(edge, d, n)
        point = -2 * np.pi * p**2 / (3 * edge**3) * COULOMB
        print(f"{name}, L = {edge:.0f} angstrom: pair {pair:.6f} eV, "
              f"point {point:.6f} eV")
        print(f"  excess {pair-point:.6f} eV, quartic term "
              f"{quartic_energy(edge, d, n):.6f} eV")

# Response neglected by the rigid, unscreened model
k = hessian(sc)[2, 2] / V
best = minimize_scalar(
    lambda m: (m**2 / (2 * alpha) - 0.5 * k * (p + m)**2) * COULOMB,
    bracket=(-1.0, 1.0), tol=1e-10)
U_polar = U_point / (1 - 4 * np.pi * alpha / (3 * V))
assert abs(best.fun - U_polar) < 1e-6
print(f"Polarizability alpha: {alpha:.1f} angstrom^3")
print(f"Induced dipole: {best.x:.5f} e angstrom")
print(f"Energy with polarizable source: {U_polar:.6f} eV")
print(f"Host dielectric constant eps: {eps:.1f} (no unit)")
print(f"Energy of same bare dipole in uniform host: {U_point/eps:.6f} eV")
print("checks complete")
```

Running it gives:

```
Coulomb constant e^2/(4 pi eps0): 14.399645 eV angstrom
Cell edge L: 10.0 angstrom; volume V: 1000.0 angstrom^3
Charge q: 0.50 e; separation d: 2.00 angstrom
Dipole p: 1.000 e angstrom
Point-dipole energy U: -0.030159 eV = -30.159 meV
Local field from images: 0.060317 V/angstrom
Image potential w(0) times L, simple cubic: -2.837297 (no unit)
V d2w/dz2 at origin, sc: 4.18880 (no unit)
V d2w/dz2 at origin, bcc: 4.18879 (no unit)
V d2w/dz2 at origin, fcc: 4.18879 (no unit)
Expected 4 pi/3: 4.18879 (no unit)
Tetragonal c/a: 1.5 (no unit)
Tetragonal V d2w/dx2: 6.7556 (no unit)
Tetragonal V d2w/dz2: -0.9447 (no unit)
needle: 21 x 21 x 2001 cells
  direct field: 4.18791 p/V; surface part: -0.00088 p/V
  energy of central dipole: -0.030152 eV
cube: 41 x 41 x 41 cells
  direct field: 0.00000 p/V; surface part: -4.18879 p/V
  energy of central dipole: -0.000000 eV
slab: 301 x 301 x 21 cells
  direct field: -7.58985 p/V; surface part: -11.77864 p/V
  energy of central dipole: 0.054646 eV
Gaussian width sigma: 1.0 angstrom
Smeared dipole, periodic energy: 0.646852 eV
Smeared dipole, isolated energy: 0.677011 eV
Difference: -0.030159 eV
Quartic lattice coefficient C: 7.7706 (no unit)
[100], L = 10 angstrom: pair -0.031965 eV, point -0.030159 eV
  excess -0.001807 eV, quartic term -0.001790 eV
[100], L = 15 angstrom: pair -0.009172 eV, point -0.008936 eV
  excess -0.000237 eV, quartic term -0.000236 eV
[100], L = 20 angstrom: pair -0.003826 eV, point -0.003770 eV
  excess -0.000056 eV, quartic term -0.000056 eV
[111], L = 10 angstrom: pair -0.028989 eV, point -0.030159 eV
  excess 0.001169 eV, quartic term 0.001194 eV
[111], L = 15 angstrom: pair -0.008780 eV, point -0.008936 eV
  excess 0.000156 eV, quartic term 0.000157 eV
[111], L = 20 angstrom: pair -0.003733 eV, point -0.003770 eV
  excess 0.000037 eV, quartic term 0.000037 eV
Polarizability alpha: 5.0 angstrom^3
Induced dipole: 0.02139 e angstrom
Energy with polarizable source: -0.030804 eV
Host dielectric constant eps: 10.0 (no unit)
Energy of same bare dipole in uniform host: -0.003016 eV
checks complete
```
